# Why a small exchange bias need not mean few pinned moments

A thin ferromagnetic film is grown on an antiferromagnet and cooled in a magnetic field. Its hysteresis loop may then no longer be centred on zero field: the interface can favour one direction of magnetization. If the antiferromagnet ends in a plane of parallel moments, a bias field is easily estimated by counting the interface bonds broken when the film reverses. The result can be teslas, while measured shifts are often, roughly, tens of millitesla.

A tempting conclusion is that nearly all interface moments have been lost to compensation, antiferromagnetic domains or loose spins, and that the measured field divided by the estimate gives the fraction still pinned. The following interface has every moment pinned, yet this reading would assign it only 14 %.

## The counter-example

**The rigid estimate.** Let the ferromagnet have magnetization $M$, thickness $t$ and a uniform in-plane angle $\theta$. The field $H$ lies along $\theta=0$. Each interface site occupies an area $a^2$ and couples to the ferromagnet with energy $-j\cos(\theta-\phi)$, where $\phi$ is the angle of the interface moment and $j>0$ includes the spin lengths. The coupling per area is $J=j/a^2$.

If all interface moments are immovable at $\phi=0$, the interface energy per area is $e(\theta)=-J\cos\theta$, and the total is

$$E(\theta)=-\mu_0MtH\cos\theta-J\cos\theta .$$

The coupling acts as an additional field $J/(Mt)$, so the loop is centred at negative $H$, with a shift of magnitude

$$\mu_0H_E^{\rm rigid}=\frac{J}{Mt}.$$

Take the round model parameters $j=10$ meV, $a=0.4$ nm, $M=1.0\times10^6$ A/m and $t=5$ nm. Then

$$J=\frac{1.602\times10^{-21}\ \mathrm J}{(0.4\times10^{-9}\ \mathrm m)^2}=10.01\ \mathrm{mJ/m^2},$$

$$\mu_0H_E^{\rm rigid}=\frac{10.01\times10^{-3}}{(1.0\times10^6)(5\times10^{-9})}\ \mathrm T=2003\ \mathrm{mT}.$$

**What the antiferromagnet can do instead.** Now keep every interface moment firmly attached to the antiferromagnetic order beneath it, but let that order twist with depth $z$. "Pinned" here means attached to the local order, not fixed in space. Let $\phi(z)$ be the angle of the order, measured so that the interface moment points along $\phi(0)=\phi_0$. The deep antiferromagnet is held at $\phi=0$. With stiffness $A$ and uniaxial anisotropy $K$, the twist costs, per area,

$$\int_0^\infty\left[A\phi'^2+K\sin^2\phi\right]dz .$$

Completing the square gives

$$A\phi'^2+K\sin^2\phi=\left(\sqrt A\,\phi'+\sqrt K\sin\phi\right)^2-2\sqrt{AK}\,\phi'\sin\phi .$$

The last term is a total derivative, since $-\phi'\sin\phi=d(\cos\phi)/dz$. Its integral is $2\sqrt{AK}\,(\cos0-\cos\phi_0)$. The square cannot be negative, so the least energy is

$$w(1-\cos\phi_0),\qquad w=2\sqrt{AK}.$$

For $0\le\phi_0<\pi$ it is reached when the square vanishes, $\phi'=-\sin\phi/\delta$ with $\delta=\sqrt{A/K}$. For $\phi_0=\pi$ it is approached as a complete wall moves deep into the material. A complete 180° wall therefore costs $2w$.

The relaxed interface energy is

$$e(\theta)=\min_{\phi_0}\left[-J\cos(\theta-\phi_0)+w(1-\cos\phi_0)\right].$$

The two cosines are projections of a unit vector at angle $\phi_0$ on a vector of length $J$ at angle $\theta$ and one of length $w$ at angle 0. Their sum is largest when the unit vector lies along the resultant, so

$$e(\theta)=w-\sqrt{J^2+w^2+2Jw\cos\theta}. \tag{1}$$

At the two saturated directions,

$$e(0)=w-(J+w)=-J,\qquad e(\pi)=w-|J-w| .$$

With $A=5$ pJ/m and $K=10^5$ J/m³,

$$w=2\sqrt{(5\times10^{-12})(10^5)}\ \mathrm{J/m^2}=1.414\ \mathrm{mJ/m^2},$$

which is much less than $J$. Hence $e(\pi)=2w-J$. The interface moment has followed the ferromagnet, the coupling $-J$ is fully recovered, and the price of reversal is one complete wall, $2w$. Rigid reversal would cost $2J$. Since the shift is proportional to this price, as shown below, it becomes

$$\mu_0H_E=\frac{w}{Mt}=\frac{1.414\times10^{-3}}{5\times10^{-3}}\ \mathrm T=283\ \mathrm{mT}.$$

This is smaller than the rigid value by a factor of 7.08. No moment has been compensated or loosened. Dividing the two fields gives an apparent pinned fraction $w/J=14.1\,\%$, where the true fraction is 100 %.

**Loosening half the spins.** Suppose next that half the interface spins are free to follow the ferromagnet. They contribute a constant energy, and the coupling to the antiferromagnet falls to $J/2=5.0$ mJ/m². This still exceeds $w$, so the price of reversal, and the shift defined by it, remain at 283 mT. Loose spins begin to lower this shift only when the remaining coupling drops below $w$, which requires more than 85.9 % of all interface spins to be loose. Other measures of the loop centre, discussed below, fall more gradually.

The statement that domain formation, compensation and loose spins all reduce the pinned moment thus combines two mechanisms. A wall parallel to the interface limits the energy that the pinned moment can transmit. Compensation, lateral domains of opposite sign and loose spins reduce the net moment itself.

## The correct statement

Divide the interface into regions $r$ with area fractions $\alpha_r$. In each region the antiferromagnetic order twists independently. Let $p_r$ be the net pinned fraction, that is, the sum of the signs $s_i=\pm1$ of the pinned moments divided by the number of all interface sites. The sign of $p_r$ is positive if the net moment favours $\theta=0$. Then

$$\boxed{\mu_0H_E=\frac1{Mt}\sum_r\alpha_r\,\mathrm{sgn}(p_r)\,\min\left(|p_r|J,\;w\right)} \tag{2}$$

The model assumes classical planar spins without thermal motion, a uniformly magnetized ferromagnet, pinned moments that turn rigidly with the order beneath them, an antiferromagnet much deeper than $\delta$, and a deep part that stays fixed. The remaining interface spins are assumed to follow the ferromagnet.

**Proof, first part: shift and energy.** For any relaxed interface energy $e(\theta)$, the total energy is $-\mu_0MtH\cos\theta+e(\theta)$. Define the loop centre $H_c$ as the field at which the two saturated states have equal energy:

$$-\mu_0MtH_c+e(0)=+\mu_0MtH_c+e(\pi).$$

Solving for $H_c$ and writing $H_E=-H_c$ gives

$$\mu_0H_E=\frac{e(\pi)-e(0)}{2Mt}. \tag{3}$$

The same shift follows from the area under the minimum-energy magnetization curve. Let $E_{\min}(H)$ be the lowest energy and $m=\cos\theta$ at that minimum. The derivative through the minimizing angle vanishes, so $dE_{\min}/dH=-\mu_0Mtm$. Integrating between fields $\mp H_m$ large enough to saturate the film,

$$\int_{-H_m}^{H_m}m\,dH=\frac{E_{\min}(-H_m)-E_{\min}(H_m)}{\mu_0Mt}=\frac{e(\pi)-e(0)}{\mu_0Mt}=2H_E ,$$

because the field energy is $-\mu_0MtH_m$ at both ends.

The definition matters even for a reversible curve. Without anisotropy in the film, $m=0$ is reached when $\mu_0MtH=-e'(\pi/2)=-Jw/\sqrt{J^2+w^2}$ by (1). This corresponds to 280 mT with all spins pinned, 272 mT with half of them loose, and 200 mT when the coupling equals $w$, while the equal-energy shift is 283 mT in all three cases. The definition also matters when reversal is hysteretic. Suppose a ferromagnet with strong uniaxial anisotropy $K_F\sin^2\theta$ reverses by coherent rotation. The state $\theta=0$ becomes unstable at $\mu_0MtH=-2K_Ft-e''(0)$, and $\theta=\pi$ at $\mu_0MtH=2K_Ft+e''(\pi)$. Their midpoint depends on curvatures, not on energies. From (1), $e''(0)=Jw/(J+w)$ and $e''(\pi)=-Jw/|J-w|$. For $J>w$ the second value assumes that the wall follows the film without delay, approaching the interface again as the film tilts in the sense that unwinds it. The midpoint shift is then

$$\frac{Jw}{2Mt}\left[\frac1{J+w}+\frac1{J-w}\right]=\frac{w}{Mt}\,\frac{1}{1-w^2/J^2}.$$

With $w/J=0.141$ this exceeds the equal-energy shift by 2 %. If the wall instead stays far from the interface, the order near the interface is simply reversed, both curvatures are $Jw/(J+w)$, and the midpoint shift vanishes. Near $J=w$ the midpoint formula itself fails. It diverges, but the instability of $\theta=\pi$ is then only a tilt, and the film switches at a larger field. For $J=1.1w$ and $K_Ft=10w$ the midpoint of the switching fields is about $2.3\,w/Mt$, not $5.8\,w/Mt$. It still differs strongly from the equal-energy shift, to which (2) refers.

**Second part: one region.** The pinned moments of a region turn together, so their coupling is $-p_rJ\cos(\theta-\phi_0)$. Replacing $J$ by $p_rJ$ in (1) gives

$$e_r(\pi)-e_r(0)=|p_rJ+w|-|p_rJ-w| .$$

If $p_rJ>w$, this is $2w$. If $|p_rJ|\le w$, it is $2p_rJ$. If $p_rJ<-w$, it is $-2w$. All three cases are $2\,\mathrm{sgn}(p_r)\min(|p_r|J,w)$. Energies of independent regions add with weights $\alpha_r$, and (3) then gives (2).

Since $|p_r|\le1$, each term is at most $J$ in magnitude. The rigid uncompensated estimate is thus an upper limit in this model, reached when $p_r=1$ everywhere and $J\le w$.

**Two limits.** For $J\ll w$, expanding the root in (1) to second order in $J/w$ gives

$$e(\theta)\simeq-J\cos\theta-\frac{J^2}{2w}\sin^2\theta .$$

The first term is the rigid result. The second favours a ferromagnet perpendicular to the antiferromagnetic axis, but it is equal at $\theta=0$ and $\pi$ and does not bias. For $J\gg w$ the roles of $J$ and $w$ are exchanged:

$$e(\theta)\simeq w-J-w\cos\theta-\frac{w^2}{2J}\sin^2\theta .$$

The unidirectional term now has strength $w$, and a stronger interface bond no longer helps.

**Where the wall result fails.** In the reversed state with $J>w$, the complete wall feels no restoring force in an ideal, infinitely deep antiferromagnet. If the deep part is not held and the wall leaves through the far side, the whole antiferromagnet has reversed. Then $e(\pi)=-J=e(0)$, and the bias is lost. A layer whose depth $d$ is comparable with $\delta$ (7 nm here) and whose far side is free can reverse even for $J<w$, roughly once $J$ exceeds $Kd$. With the present parameters a 5 nm layer loses the bias at $J=w/2$, and a 10 nm layer loses it at $J=0.9w$.

The wall law was tested by minimizing the energy of a discrete chain 100 nm deep. The half-difference of energy was 1.414 mJ/m² both with all spins pinned and with half of them loose. It was 0.707 mJ/m² for $J=w/2$, as $\min(J,w)$ requires. The energy at $\theta=90°$ was also compared with (1).

## Which interface spins count

**Spins held by a bond.** An interface spin may be tied to a fixed antiferromagnet by a bond $b$ of its own. Its energy $-j\cos(\theta-\phi)-b\cos\phi$ has the form already minimized, so

$$e_{\rm site}(\theta)=-\sqrt{j^2+b^2+2jb\cos\theta},$$

$$\tfrac12\left[e_{\rm site}(\pi)-e_{\rm site}(0)\right]=\mathrm{sgn}(b)\min(j,|b|).$$

At zero temperature the weaker of the two links sets the bias; thermal motion of the spin reduces it, strongly so when $k_BT$ exceeds the link energies. A free spin, $b=0$, gives none, and a weakly held spin counts in part. The areas of computed magnetization curves gave $0.400j$ for $b=0.4j$, $1.000j$ for $b=2.5j$ and $-0.400j$ for $b=-0.4j$. For $b=0$ the result was zero within the numerical tolerance.

**Spins held by their own anisotropy.** Let the spin energy be

$$-j\cos(\theta-\phi)+k\sin^2\phi,$$

with the spin initially at $\phi=0$. Reversing both spin and ferromagnet leaves this energy unchanged, so a spin that reaches its lowest state at every $\theta$ cannot bias. It can bias only by staying behind in a metastable state. A local minimum satisfies $j\sin(\theta-\phi)=k\sin2\phi$ and disappears when its curvature vanishes, $j\cos(\theta-\phi)=-2k\cos2\phi$. Squaring and adding,

$$j^2=k^2\left(1+3\cos^22\phi\right).$$

Loss of stability is therefore possible only for $k\le j\le2k$, which separates three regimes as the ferromagnet turns:

- For $k>j$ the spin never loses stability. Equilibrium requires $|\sin2\phi|\le j/k<1$, so $\phi$ cannot pass 45°. At $\theta=\pi$ equilibrium reads $\sin\phi\,(2k\cos\phi-j)=0$. The second factor would need $\cos\phi<1/2$, beyond 45°, so $\phi=0$. The spin is frozen and contributes its full $j$.
- For $j/2<k<j$ the spin starts on the branch $\theta=\phi+\arcsin[(k/j)\sin2\phi]$. This loses stability at an angle $\phi$ between 45° and 90°, hence before $\theta=180°$. The spin jumps to the other minimum, which leads to $\phi=\pi$ at $\theta=\pi$. The bias is zero, and the energy released in the jump is dissipated.
- For $k<j/2$ there is a single minimum at each $\theta$, as for $k=0$, because no minimum can appear or vanish in this range. The spin follows reversibly, with neither bias nor loss.

Following the spin numerically confirmed this. The bias was $j$ at $k/j=1.05$ and zero at 0.95. The loss per full turn was about $1.7j$ at $k/j=0.95$, about $0.4j$ at 0.70 and zero at 0.45. Spins that do not stay behind can thus widen the loop without shifting it. In the middle regime they dissipate energy in their own jumps. For $k<j/2$ they lose nothing themselves, but their energy still depends on $\theta$. It gives the film an additional uniaxial anisotropy, which can raise the field at which the film itself jumps.

These regimes neglect thermal activation. At $\theta=\pi$ the energy of a frozen spin, $j\cos\phi+k\sin^2\phi$, rises from $j$ at $\phi=0$ to $k+j^2/4k$ at $\cos\phi=j/2k$. The barrier is therefore $(k-j/2)^2/k$. For $j=10$ meV and $k/j=1.05$ it is only 2.9 meV, while $k_BT$ at 300 K is 26 meV. Such a single spin would not stay frozen at room temperature.

## Compensation and lateral domains

If an interface has equal numbers of pinned moments of each sign within every region, then $p_r=0$ and (2) gives no bias. If an uncompensated interface is instead divided into wide domains of opposite sign, with area fractions $f$ and $1-f$, then $p_r=\pm1$ and

$$\mu_0H_E=\frac{2f-1}{Mt}\min(J,w).$$

Here lateral domains do reduce the net pinned moment, and equal areas cancel it. The formula requires the ferromagnet to stay uniform across the domains. Over wide domains it can instead reverse region by region, and the loop then splits into parts shifted in opposite directions rather than shifting as a whole.

On a rough, nominally compensated interface they can do the opposite. Consider exchange-decoupled grains of width $L$, each with $N=(L/a)^2$ interface sites. A fraction $g$ of the sites is pinned with random signs, and the rest are loose. The sum $\Sigma=\sum s_i$ over $n=gN$ pinned sites has mean zero and variance $n$. For large $n$ it is nearly Gaussian, so

$$\langle|\Sigma|\rangle\simeq2\int_0^\infty x\,\frac{e^{-x^2/2n}}{\sqrt{2\pi n}}\,dx=\frac{2n}{\sqrt{2\pi n}}=\sqrt{\frac{2n}{\pi}} .$$

The antiferromagnetic order in a grain can form in two ways, which differ by the sign of all its spins and hence of $\Sigma$. During field cooling the ferromagnet is saturated along $\theta=0$, and each grain is taken to choose the state of lower energy, with $\Sigma\ge0$. The mean pinned fraction is then

$$p=\frac{\langle|\Sigma|\rangle}{N}\simeq\sqrt{\frac{2g}{\pi N}} .$$

As long as $pJ$ remains well below $w$, so that the wall limit is rarely met, (2) becomes

$$\mu_0H_E\simeq\frac{pJ}{Mt}=\frac{j}{aLMt}\sqrt{\frac{2g}{\pi}} ,\tag{4}$$

where $\sqrt N=L/a$ was used. The bias varies as $1/L$: smaller grains average the random signs less completely and leave a larger net moment. Loose spins enter through $\sqrt g$, not $g$, because removing random contributions also removes some of the cancellation.

For $L=20$ nm, $N=(20/0.4)^2=2500$. With all sites pinned,

$$p\simeq\sqrt{\frac{2}{2500\pi}}=1.60\,\%,\qquad\mu_0H_E=0.0160\times2003\ \mathrm{mT}=32.0\ \mathrm{mT}.$$

With half the spins loose, $p=1.13\,\%$ and the field is 22.6 mT, or 18.0 kA/m. The rigid estimate is larger by a factor of about 89. Halving the grain width with all sites pinned raises the field from 32.0 to 63.9 mT.

The wall limit is irrelevant to these grains. It would require $|\Sigma|/N=14.1\,\%$, or $|\Sigma|\approx353$, whereas the standard deviation with half the sites pinned is $\sqrt{1250}\approx35$. The assumption that pinned moments turn rigidly with the order is less safe. On a cubic lattice the antiferromagnetic bond is $2Aa=25$ meV. With all sites pinned at random signs, local canting lowers the twist stiffness by about 1.4 meV per site, about as much as $wa^2=1.41$ meV. The collinear state can then become unstable, the order turns by some tens of degrees, and the bias falls several per cent below (4). With half the spins loose the softening is about half as large.

Field-cooling selection can also be checked. The two states of a grain differ in energy by $2j|\Sigma|$, so Boltzmann weighting replaces $|\Sigma|$ by $\Sigma\tanh(j\Sigma/k_BT)$. At 500 K, with half the spins loose, this retains 99.4 % of the selected moment. The figure assumes full coupling strength and a grain free to flip. With the present $A$ and $K$ it is not free to flip: the barrier $2wL^2$ is about $160\,k_BT$ at 500 K. Selection actually takes place where the barrier has fallen, nearer the ordering temperature, where the coupling is weaker and selection less complete. Without selection the signs average out: a sample of 4000 grains gave a net fraction of 0.02 %, which is the size of its sampling error, $\sqrt{1250/4000}/2500$.

## Reading a measured shift

Given $M$, $t$ and $J$, a measured shift yields the combination $\mu_0H_EMt/J$. If the measured loop centre is the equal-energy one, this equals the net pinned fraction as long as no region exceeds its wall limit; otherwise the two generally differ. If all regions have reached it with the same sign, the combination equals $w/J$ and says nothing about the number of pinned moments beyond $pJ\ge w$.

Varying the ferromagnet's thickness does not separate the two cases, since both fields vary as $1/t$. Within this model, and for the equal-energy loop centre, the difference lies in what else changes the bias. A wall-limited shift follows $\sqrt{AK}$ and is insensitive to moderate changes in $j$ or in the number of loose spins. A moment-limited shift is proportional to $j$ and to the net pinned fraction, and does not depend on $A$ or $K$ while the deep order stays fixed. The numerical output gives the values for each case.

## Calculated quantities

```
Magnetization M = 1.00e+06 A/m
Ferromagnet thickness t = 5.0 nm
Site spacing a = 0.40 nm
Coupling per site j = 10.0 meV
AF stiffness A = 5.0 pJ/m
AF anisotropy K = 1.0e+05 J/m^3
Coupling per area J = 10.014 mJ/m^2
Wall limit w = 1.414 mJ/m^2
Full 180-degree wall energy 2w = 2.828 mJ/m^2
Wall length sqrt(A/K) = 7.07 nm
AF chain depth in test = 100 nm
Chain half-difference, all pinned = 1.4140 mJ/m^2
Chain half-difference, half loose = 1.4140 mJ/m^2
Chain half-difference, J=w/2 = 0.7071 mJ/m^2
Chain energy at 90 deg, J=2w = -1.7480 mJ/m^2
Pin bond b/j = +0.0: area bias/j = +0.001
Pin bond b/j = +0.4: area bias/j = +0.400
Pin bond b/j = +2.5: area bias/j = +1.000
Pin bond b/j = -0.4: area bias/j = -0.400
k/j = 0.30: bias/j = 0.000, loss per turn/j = 0.000
k/j = 0.45: bias/j = 0.000, loss per turn/j = 0.000
k/j = 0.70: bias/j = 0.000, loss per turn/j = 0.370
k/j = 0.95: bias/j = 0.000, loss per turn/j = 1.727
k/j = 1.05: bias/j = 1.000, loss per turn/j = 0.000
k/j = 1.50: bias/j = 1.000, loss per turn/j = 0.000
Grain width L = 20 nm; sites N = 2500
Frozen fraction with loose spins g = 0.50
Net fraction p, all frozen = 1.596 %
Net fraction p, half loose = 1.128 %
Sampled p, half loose = 1.132 %
Sampled p without selection = 0.022 %
Selection completeness at 500 K = 99.42 %
Rigid uncompensated: mu0 H_E = 2002.7 mT; H_E = 1593.7 kA/m
Wall-limited, all pinned: mu0 H_E = 282.8 mT; H_E = 225.1 kA/m
Wall-limited, half loose: mu0 H_E = 282.8 mT; H_E = 225.1 kA/m
Random grains, all frozen: mu0 H_E = 32.0 mT; H_E = 25.4 kA/m
Random grains, half loose: mu0 H_E = 22.6 mT; H_E = 18.0 kA/m
Random grains 10 nm wide, all frozen: mu0 H_E = 63.9 mT
Apparent pinned fraction w/J = 14.12 %
Rigid / wall-limited field = 7.08
Rigid / half-loose random field = 88.6
Loose fraction at which gJ=w = 85.9 %
```
